# Free-Boundary Coulomb Potentials by Zero-Padded FFT: Choosing the r=0 Kernel Value

## One grid point

Put a smooth charge density $\rho$ on a cubic grid of spacing $h$ and ask for its electrostatic potential at one grid point, taken as the origin. Hartree atomic units are used throughout, so the potential of a unit charge is $1/r$. Each grid point $h\mathbf n$, with $\mathbf n$ an integer vector, represents a charge $h^3\rho(h\mathbf n)$ at distance $h|\mathbf n|$. Summing the contributions gives

$$\phi(0)\approx h^2\Big[c\,\rho(0)+\sum_{\mathbf n\neq0}\frac{\rho(h\mathbf n)}{|\mathbf n|}\Big].$$

The term $\mathbf n=0$ would be infinite if $1/r$ were used literally, so a finite number $c$ stands in its place. The kernel value at $r=0$ is then $c/h$.

Changing $c$ from 0 to 1 shifts the answer by $h^2\rho(0)$. The true potential does not depend on $c$, so these two choices cannot both have an error smaller than order $h^2$. For the model charge used below, $\rho(0)=0.055476$ bohr$^{-3}$. At $h=0.25$ bohr the shift is $0.0625\times0.055476=0.00347$ hartree/e, about 0.6 % of the potential there, 0.56103 hartree/e.

The choice of $c$ is therefore an accuracy setting. One value, $c=C\approx2.8373$, removes the $h^2$ error. No single value removes the $h^4$ error that follows.

## What the solver computes

The target is the free-space potential

$$\phi(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',$$

without periodic images and without any condition on the total charge. The density must be negligible outside a cube holding $N^3$ grid points. The discrete form at grid point $\mathbf i$ is

$$\phi_{\mathbf i}=h^2\sum_{\mathbf j}g(\mathbf i-\mathbf j)\,\rho_{\mathbf j},\qquad g(\mathbf n)=\frac1{|\mathbf n|}\ (\mathbf n\ne0),\qquad g(0)=c.$$

A direct sum costs of order $N^6$ operations. Hockney's method obtains the same sum from fast Fourier transforms (FFTs) in order $N^3\log N$.

A product of discrete Fourier transforms gives a cyclic convolution, in which displacements are known only modulo the period $P$. Along one axis the displacement $d=i-j$ runs from $-(N-1)$ to $N-1$. Choose $P=2N$ and store the kernel at index $m$ with the distance $\min(m,2N-m)$:

- If $d\ge0$, then $m=d\le N-1$, and the stored distance is $d$.
- If $d<0$, then $m=2N-|d|\ge N+1$, and the stored distance is $|d|$.

Every displacement thus meets its correct distance. The same holds on each axis in three dimensions. The procedure is:

1. Extend $\rho$ with zeros to $(2N)^3$ points.
2. Fill the kernel on the same grid by the minimum rule, with $c$ at the origin.
3. Transform both, multiply, and transform back.
4. Keep the first $N^3$ values and multiply by $h^2$.

With period $N$ instead, a displacement $N-1$ would be stored as distance 1, and opposite sides of the box would interact as neighbours. For a random density with $N=6$, the padded result agrees with the direct double sum to $7\times10^{-15}$, while the unpadded one deviates by up to 3.56 in the same dimensionless units.

Padding makes the discrete sum correct. It does not make that sum equal to the integral.

## Where the grid error comes from

Assume that $\rho$ is so smooth that its Fourier transform $\tilde\rho(\mathbf k)$ falls faster than any power of $1/k$, as for a Gaussian. Insert

$$\rho(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\,\tilde\rho(\mathbf k)\,e^{i\mathbf k\cdot\mathbf r}$$

into the discrete sum. Since $\rho$ is negligible outside the box, the sum may run over all integer vectors. With $\boldsymbol\theta=h\mathbf k$,

$$\phi_{\mathbf i}=\int\frac{d^3k}{(2\pi)^3}\,\tilde\rho(\mathbf k)\,e^{i\mathbf k\cdot\mathbf r_{\mathbf i}}\,h^2\,[c+S(\boldsymbol\theta)],\qquad S(\boldsymbol\theta)=\sum_{\mathbf n\ne0}\frac{e^{-i\boldsymbol\theta\cdot\mathbf n}}{|\mathbf n|}.$$

The sum $S$ is understood with a weak damping factor that is removed at the end. The exact potential has $4\pi/k^2=h^2\,4\pi/\theta^2$ in place of $h^2[c+S]$. The error is therefore governed by $c+E(\boldsymbol\theta)$, where $E=S-4\pi/\theta^2$.

### The lattice sum

To evaluate $S$, split $1/n=\mathrm{erf}(\eta n)/n+\mathrm{erfc}(\eta n)/n$ with any $\eta>0$. The function $\mathrm{erf}(\eta r)/r$ is the potential of a normalized Gaussian charge whose Fourier transform is $e^{-k^2/4\eta^2}$, so its own transform is $4\pi e^{-k^2/4\eta^2}/k^2$. Poisson summation turns a sum of a smooth function over integer vectors into a sum of its transform over the shifted points $\boldsymbol\theta+2\pi\mathbf m$. That sum includes $\mathbf n=0$, where $\mathrm{erf}(\eta r)/r\to2\eta/\sqrt\pi$, and this value must be subtracted:

$$S=\sum_{\mathbf m}\frac{4\pi\,e^{-|\boldsymbol\theta+2\pi\mathbf m|^2/4\eta^2}}{|\boldsymbol\theta+2\pi\mathbf m|^2}+\sum_{\mathbf n\ne0}\frac{\mathrm{erfc}(\eta n)}{n}\cos(\boldsymbol\theta\cdot\mathbf n)-\frac{2\eta}{\sqrt\pi}.$$

Only the $\mathbf m=0$ term is singular at $\theta=0$. After subtraction of $4\pi/\theta^2$ it becomes $4\pi(e^{-\theta^2/4\eta^2}-1)/\theta^2$, which tends to $-\pi/\eta^2$. Hence $E$ is smooth near the origin. Calling its value there $-C$,

$$C=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2}-\sum_{\mathbf m\ne0}\frac{e^{-\pi^2m^2/\eta^2}}{\pi m^2}-\sum_{\mathbf n\ne0}\frac{\mathrm{erfc}(\eta n)}{n}=2.837297.$$

The result cannot depend on $\eta$, because $S$ does not.

### The next term

$E$ is unchanged when any component of $\boldsymbol\theta$ changes sign or when components are exchanged. Its quadratic part must then be $D\theta^2$, whose Laplacian is $6D$. Evaluate the Laplacian of $E$ at $\theta=0$ for large $\eta$, writing $a=1/4\eta^2\to0$:

- The constant drops out, and the erfc sum vanishes.
- The $\mathbf m=0$ term is $-4\pi a+2\pi a^2\theta^2+\dots$, with Laplacian $12\pi a^2\to0$.
- For $\mathbf m\neq0$, with $q=|\boldsymbol\theta+2\pi\mathbf m|$,

$$\nabla^2\frac{e^{-aq^2}}{q^2}=e^{-aq^2}\Big(\frac2{q^4}+\frac{2a}{q^2}+4a^2\Big).$$

Summed over $\mathbf m$, the last two pieces scale as $a\cdot a^{-1/2}$ and $a^2\cdot a^{-3/2}$, so both vanish as $\sqrt a$. The first piece remains:

$$6D=4\pi\sum_{\mathbf m\ne0}\frac{2}{(2\pi m)^4}=\frac{1}{2\pi^3}\sum_{\mathbf m\neq0}\frac1{m^4},\qquad D=\frac{16.5323}{12\pi^3}=0.044433.$$

### The error law

The integrand of the error is now $\tilde\rho\,h^2[(c-C)+Dh^2k^2+O(h^4k^4)]$. Wave vectors with $k$ of order $1/h$ or larger, where the expansion is not usable, contribute less than any power of $h$ because $\tilde\rho$ is so small there. A factor $k^2$ in Fourier space is $-\nabla^2$ in real space, so

$$\boxed{\;\phi_{\mathbf i}-\phi(\mathbf r_{\mathbf i})=(c-C)\,h^2\rho(\mathbf r_{\mathbf i})-D\,h^4\,\nabla^2\rho(\mathbf r_{\mathbf i})+O(h^6)\;}$$

The first term has a direct physical reading. A wrong $c$ adds to the Coulomb interaction a contact interaction $(c-C)h^2\,\delta(\mathbf r-\mathbf r')$. If $c<C$, like charges repel too weakly at short range. Both displayed terms vanish in any region where the density is zero throughout, so the potential well outside the charge is much less sensitive to the setting than the potential inside it.

## The available choices of c

**Omit the term, $c=0$.** The leading error is $-2.837\,h^2\rho$.

**Copy the nearest-neighbour value, $c=1$.** The leading error is $-1.837\,h^2\rho$.

**Average $1/r$ over the central cell.** For a unit cube, divide the cell into six pyramids with apex at the centre. In one of them set $x=zu$, $y=zv$, with $0<z<\tfrac12$ and $|u|,|v|<1$. The volume element is $z^2\,dz\,du\,dv$ and $1/r=1/(z\sqrt{1+u^2+v^2})$. The $z$ integral gives $\tfrac18$, so

$$c_{\rm cell}=\frac68\int_{-1}^{1}\!\!\int_{-1}^{1}\frac{du\,dv}{\sqrt{1+u^2+v^2}}.$$

In polar coordinates the square consists of eight equal triangles with $0<\varphi<\pi/4$ and radius up to $\sec\varphi$. The radial integral is $\sqrt{1+\sec^2\varphi}-1$, hence $c_{\rm cell}=6A-3\pi/2$. With $t=\tan\varphi$,

$$A=\int_0^1\frac{\sqrt{2+t^2}}{1+t^2}\,dt=\int_0^1\frac{dt}{\sqrt{2+t^2}}+\int_0^1\frac{dt}{(1+t^2)\sqrt{2+t^2}}.$$

The first integral is $\operatorname{arsinh}(1/\sqrt2)=\tfrac12\ln(2+\sqrt3)$. The second has the antiderivative $\arctan(t/\sqrt{2+t^2})$ and equals $\pi/6$. Therefore

$$c_{\rm cell}=3\ln(2+\sqrt3)-\frac\pi2=2.380077.$$

This choice integrates the central cell correctly to leading order, yet an error $-0.457\,h^2\rho$ remains. By subtraction, it must come from the other cells, where the product of density and kernel is sampled at one point per cell.

**Use the lattice constant, $c=C$.** This compensates the $h^2$ error of all cells together and leaves $-Dh^4\nabla^2\rho$.

**Correct the neighbours too.** The remaining term can be cancelled by adding $Dh^4\nabla^2\rho$ to the potential. The seven-point formula

$$h^2\nabla^2\rho_{\mathbf i}=\sum_{\text{6 neighbours}}\rho_{\mathbf j}-6\rho_{\mathbf i}+O(h^4)$$

turns this into $Dh^2(\sum\rho_{\mathbf j}-6\rho_{\mathbf i})$, with an error of order $h^6$. Since $\phi_{\mathbf i}=h^2\sum g\rho$, only kernel entries change:

$$g(0)=C-6D=2.570702,\qquad g(\text{nearest neighbour})=1+D=1.044433.$$

The solver is now of sixth order, with the same transforms as before. The value 2.5707 belongs with the modified neighbours. Used alone, it would bring back an $h^2$ error.

## Why tuning one number stops at fourth order

Suppose $c$ may be readjusted for every spacing. To cancel the $h^4$ error at a given point one needs

$$c-C=D\,h^2\,\frac{\nabla^2\rho}{\rho}.$$

One number can satisfy this at all points only if $\nabla^2\rho=\lambda\rho$ with a constant $\lambda$. In Fourier space that reads $(k^2+\lambda)\tilde\rho=0$, so $\tilde\rho$ would vanish except possibly where $k^2=-\lambda$. A localized, integrable density has a continuous $\tilde\rho$, which would then vanish altogether. So a tuned $c$ may cancel the error at one chosen point, or in one chosen energy, but not throughout a localized charge.

## A worked case

The model charge consists of two Gaussians in a cube of side 16 bohr. The first has charge $+1$ e and width (standard deviation) 1.0 bohr and sits at the origin. The second has charge $-0.4$ e and width 0.9 bohr and sits at $(0.9,-0.6,1.1)$ bohr. The net charge is 0.6 e. The exact potential is a sum of error functions, so the errors below are relative to the analytic result of this model. They are for the potential at the origin, in $10^{-3}$ hartree/e.

| Kernel | $h=1/3$ bohr | $h=1/4$ bohr | Order |
|---|---:|---:|---:|
| $c=0$ | −17.38 | −9.805 | 1.99 |
| $c=1$ | −11.22 | −6.337 | 1.99 |
| cell average | −2.714 | −1.552 | 1.94 |
| $c=C$ | 0.1048 | 0.0331 | 4.01 |
| with neighbours | 0.00383 | 0.000686 | 5.98 |

The order is $\ln(\text{error ratio})/\ln(4/3)$. For $c=1$ it is $\ln(11.22/6.337)/\ln(4/3)=1.99$.

The error law reproduces the entries. At $h=1/4$ bohr, $h^2\rho(0)=3.467\times10^{-3}$. For $c=1$ the first term is $(1-2.8373)\times3.467\times10^{-3}=-6.370\times10^{-3}$. The remainder that is common to all choices of $c$ is the $c=C$ entry, $+0.033\times10^{-3}$. The sum is $-6.337\times10^{-3}$ hartree/e, as tabulated. This is 1.1 % of the exact potential, against 0.006 % for $c=C$. The positive sign for $c=C$ is expected near a density maximum, where $\nabla^2\rho<0$.

Choosing $c$ on each grid to minimize the squared error over the whole box gives $c=2.8275$ at $h=1/3$ bohr and 2.8318 at $h=1/4$ bohr. At the finer spacing this lowers the root of the integrated squared error by about 40 % compared with $c=C$, but the order stays at 4.01.

### Energies

The electrostatic energy is $U=\frac12\int\rho\phi\,d^3r$. Inserting the error law and integrating by parts, with no boundary term because $\rho$ vanishes at the edge, gives

$$\Delta U=\tfrac12(c-C)\,h^2\!\int\!\rho^2\,d^3r+\tfrac12D\,h^4\!\int\!|\nabla\rho|^2\,d^3r+O(h^6).$$

For $c<C$ the leading error is negative whatever the sign of the charge. In the model, $U=3.75992$ eV. At $h=1/3$ bohr the errors are −70.81 meV for $c=0$ and −45.77 meV for $c=1$. Their difference, 25.04 meV, is $\frac12h^2\int\rho^2$. The leading error of the cell average should then be $-0.4572\times25.04=-11.45$ meV. Adding the 0.25 meV found for $c=C$ gives −11.20 meV, and the computed value is −11.21 meV. With corrected neighbours the error is 0.005 meV.

In an energy difference between two structures on grids of equal spacing, the leading error is proportional to the difference of $\int\rho^2$. It cancels when $\int\rho^2$ is unchanged, as for a rigid translation or for parts that move without overlapping. It does not cancel when charge becomes more compact or when the overlap between parts changes.

## The singular kernel is the cause

Replace $1/r$ by $\mathrm{erf}(r/\sqrt2\tau)/r$, which has the finite value $\sqrt{2/\pi}/\tau$ at $r=0$. Poisson summation now applies to the whole kernel. The grid adds only copies of its transform shifted by $2\pi\mathbf m/h$, and these carry factors $e^{-\tau^2|\mathbf k+2\pi\mathbf m/h|^2/2}$. For a smooth density the error is then smaller than any power of $h$.

With $\tau=1$ bohr and the same FFT routine, the largest error falls from $1.5\times10^{-5}$ hartree/e at $h=1$ bohr to $7\times10^{-11}$ at $2/3$ bohr. At $1/2$ bohr it is $8\times10^{-15}$, but that figure is the effect of the charge cut off at the faces of the 16 bohr box; the sampling error itself has dropped to about $10^{-17}$. The algebraic error is thus a property of sampling $1/r$, not of padding or of FFTs. The smooth kernel is a different interaction, however. Using it for Coulomb problems requires separate treatment of the missing short-range part.

## Guidance

**Find out which kernel is in use.** Put a unit charge on a single grid point, so that $\rho=1/h^3$ there and zero elsewhere. The solver must return $h^2c/h^3=c/h$ at that point and $g/h$ at its neighbours. Multiplying by $h$ reveals both settings.

**Choose the kernel.** On a cubic grid that resolves the density, prefer $c=2.8373$ to the other single values. The ranking can change on coarse grids. At the centre of a unit Gaussian of width 1 bohr, $c=C$ beats the cell average at $h=1$ bohr ($+0.009$ against $-0.020$ hartree/e) but not at $h=1.5$ bohr ($+0.048$ against $-0.017$ hartree/e). If the neighbours can be changed, use 2.5707 at the centre and 1.0444 at the six nearest neighbours.

**If $c$ is fixed at another value,** estimate the potential error as $(c-C)h^2\rho$ at the largest density. This one-term estimate holds only while $|c-C|\,|\rho|$ is much larger than $Dh^2|\nabla^2\rho|$. At the centre of a Gaussian of width $\sigma$, where $\nabla^2\rho=-3\rho/\sigma^2$, that means $|c-C|\gg3Dh^2/\sigma^2$. If $c$ is close to $C$ or the grid is coarse, keep both terms of the error law. One can also extrapolate. If $U(h)=U+\alpha h^2+O(h^4)$, then $[4U(h/2)-U(h)]/3$ is free of the $h^2$ term, provided that the other errors of the calculation are smaller.

**Check the box separately.** Refining $h$ does not restore charge cut off at the edge. Enlarge the box at fixed $h$ until the result is stable, and keep the factor of two in padding.

**Know when the orders fail.** They assume a smooth density resolved by the grid. Point charges violate this assumption because their $\tilde\rho$ does not fall with $k$ at all, and the cusp of an all-electron density at a nucleus violates it because $\tilde\rho$ then falls only as a power of $1/k$. A cusp spoils the higher orders first. For the hydrogen density $e^{-2r}/\pi$ with the nucleus on a grid point, $c=1$ still approaches second order, $c=C$ gives third order at the nucleus and fourth order at 0.8 bohr from it, and the neighbour correction raises neither of these orders. The numbers $C$ and $D$ belong to equal spacings along three perpendicular axes. For other cells the lattice sums must be evaluated anew, and the quadratic term need not be isotropic.

The numerical check tests the error law point by point. At $h=1/4$ bohr with $c=C$, the two-term formula misses the computed error by at most 0.4 % of the largest error.

## Calculated quantities

```
FFT minus direct sum, N=6, padded (dimensionless): 7.1e-15
FFT minus direct sum, N=6, no padding: 3.56
C from Ewald sum (dimensionless): 2.83729748
C from punctured Gaussian sums: 2.83729750
Sum of |n|^-4: 16.5323
D from lattice sum: 0.044433; from Gaussian sums: 0.044433
cell mean of 1/r times h: 2.380077
r=0 value with neighbour correction, C-6D: 2.570702
neighbour value 1+D: 1.044433
box side: 16.0 bohr; charges: [1.0, -0.4] e; widths: [1.0, 0.9] bohr
centre of second charge: [0.9, -0.6, 1.1] bohr
exact potential at origin: 0.56103176 hartree/e
density at origin: 0.055476 e/bohr^3
Error of potential at origin (hartree/e)
N   h(bohr)         c=0         c=1   cell mean         c=C    C+neighb
24  0.6667   -6.825e-02  -4.359e-02  -9.562e-03   1.711e-03   2.353e-04
32  0.5000   -3.882e-02  -2.495e-02  -5.806e-03   5.350e-04   4.286e-05
48  0.3333   -1.738e-02  -1.122e-02  -2.714e-03   1.048e-04   3.829e-06
64  0.2500   -9.805e-03  -6.337e-03  -1.552e-03   3.307e-05   6.857e-07
order, N=48 to 64: c=0: 1.99, c=1: 1.99, cell mean: 1.94, c=C: 4.01, C+neighb: 5.98
largest misfit of two-term error law at N=64, relative to max error:
  c=0: 0.001 %
  c=1: 0.002 %
  cell mean: 0.008 %
  c=C: 0.370 %
r=0 value tuned on each grid; L2 error (hartree bohr^1.5/e)
  N=24: tuned c=2.79777, error 1.715e-03, error with c=C 2.838e-03
  N=32: tuned c=2.81519, error 5.347e-04, error with c=C 8.899e-04
  N=48: tuned c=2.82751, error 1.046e-04, error with c=C 1.747e-04
  N=64: tuned c=2.83180, error 3.299e-05, error with c=C 5.517e-05
order with tuned c, N=48 to 64: 4.01
exact energy: 0.13817442 hartree = 3.75992 eV
Energy error at N=48 (meV): computed, two-term prediction
  c=0: -70.8138, -70.8146
  c=1: -45.7692, -45.7700
  cell mean: -11.2058, -11.2066
  c=C: 0.2451, 0.2443
  C+neighb: 0.0050
Smooth kernel, tau=1.0 bohr: max error (hartree/e)
  N=16, h=1.0000 bohr: 1.5e-05
  N=24, h=0.6667 bohr: 7.4e-11
  N=32, h=0.5000 bohr: 8.1e-15
```
